# Static and Gyrotropic Currents in Lattice Weyl Models

Take two Weyl nodes of chirality $\chi_a=\pm1$ at energies $\varepsilon_a$, with a common chemical potential $\mu$. In a magnetic field $B$ each node has a chiral Landau level. If each level's current is counted from its own node energy, the sum is

$$j=\frac{B}{4\pi^2}\sum_a\chi_a(\mu-\varepsilon_a)=-\frac{B}{4\pi^2}\sum_a\chi_a\varepsilon_a\neq0 .$$

A crystal in equilibrium would then carry a bulk current along a static field, and could deliver power against a weak opposing voltage at first order in that voltage. The error lies in cutting each cone off from the rest of its band. The opposite conclusion, that no current follows a slowly oscillating field either, is also wrong.

## Statement and conventions

Electrons are independent and have charge $-1$, with $\hbar=e=1$. The field enters through $\mathbf k\to\mathbf k+\mathbf A$, that is, by Peierls phases on straight bonds. The Bloch matrix $H(\mathbf k)$ carries phases set by the true atomic displacements. Its bands $\varepsilon_n$ touch at isolated points at most. Write $v_i=\partial_iH$ for the velocity matrix, $v_i^n$ for its band value, $f$ for the Fermi function at $T>0$, and $\int_k=\int_{BZ}d^3k/(2\pi)^3$.

1. The equilibrium current along a static uniform field is zero.
2. If $q\to0$ is taken before $\omega\to0$, the part of the current response that is linear in $q$ and antisymmetric in its indices is

$$j_i=\alpha_{ip}B_p+(\nabla\times\mathbf M)_i,\qquad M_p=-\frac{i}{\omega}\alpha_{jp}E_j,$$

$$\alpha_{ip}=\sum_n\int_k(-f')\,v_i^n m_p^n. \tag{1}$$

Here $\mathbf m$ is the orbital moment,

$$m_p^n=\tfrac12\epsilon_{pil}\,\mathrm{Im}\langle D_in|(H-\varepsilon_n)|D_ln\rangle,\quad |D_in\rangle=(1-|n\rangle\langle n|)|\partial_in\rangle. \tag{2}$$

The second result needs $v|q|\ll\omega$, scattering slower than $\omega$, and $\omega$ below the relevant vertical gaps. A Zeeman coupling, omitted here, would add the spin moment.

## First derivation: quantum response

### Static field of finite strength

Let $\mathbf B$ lie along a lattice vector of length $c$, taken as $z$; such directions come as near as wished to any given one. Choose $\mathbf A=(0,Bx,0)$. Translation by $c$ leaves $\mathbf A$ unchanged, so $k_z$ is conserved. With a commensurate flux, which can be as near as wished to any given flux, and periodic transverse conditions, each block $H(k_z)$ is a finite matrix. Let $F(\varepsilon)=-T\ln[1+e^{(\mu-\varepsilon)/T}]$, so that $F'=f$. By cyclicity of the trace,

$$j_z\propto-\int dk_z\,\mathrm{Tr}\!\left[f(H)\frac{\partial H}{\partial k_z}\right]=-\int dk_z\,\frac{\partial}{\partial k_z}\mathrm{Tr}\,F(H)=0 .$$

The last step holds because $H(k_z+2\pi/c)$ is unitarily equivalent to $H(k_z)$. No expansion in $B$ was made. An isolated cone has no such closed interval, and its boundary terms give the false current.

### Static response at long wavelength

Now let $\mathbf A(\mathbf r,t)=\mathbf A\,e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ and write $\mathbf k_\pm=\mathbf k\pm\mathbf q/2$. Averaging the wave over a bond $\mathbf d$ gives its midpoint value times $\sin(\mathbf q\cdot\mathbf d/2)/(\mathbf q\cdot\mathbf d/2)=1+O(q^2)$. The vertex between $\mathbf k_-$ and $\mathbf k_+$ is therefore $v_i(\mathbf k)+O(q^2)$, and the diamagnetic term, which contains the square of this factor, has no part linear in $q$. First-order perturbation theory gives $j_i=\Pi_{ij}A_j$ with

$$\Pi_{ij}=-\sum_{nm}\int_k\frac{f_{n-}-f_{m+}}{\varepsilon_{n-}-\varepsilon_{m+}+\omega}\langle n_-|v_i|m_+\rangle\langle m_+|v_j|n_-\rangle+\text{diamagnetic}. \tag{3}$$

For $\omega=0$ use $(f_a-f_b)/(\varepsilon_a-\varepsilon_b)=T\sum_{\omega_s}[(i\omega_s+\mu-\varepsilon_a)(i\omega_s+\mu-\varepsilon_b)]^{-1}$, with fermionic Matsubara frequencies $\omega_s$. With $G=(i\omega_s+\mu-H)^{-1}$ the bubble becomes $-T\sum_{\omega_s}\int_k\mathrm{tr}[v_iG(\mathbf k_+)v_jG(\mathbf k_-)]$. Since $\partial_lG=Gv_lG$, its linear part is

$$-\frac{q_l}{2}T\sum_{\omega_s}\int_k\mathrm{tr}\,[v_iGv_lGv_jG-v_iGv_jGv_lG].$$

By cyclicity the trace changes sign under exchange of any two indices. It equals $-\epsilon_{ijl}W$, where $W=\mathrm{tr}\,X[Y,Z]$ and $X,Y,Z$ are $v_xG,v_yG,v_zG$. Because $B_i=i\epsilon_{ilj}q_lA_j$, we have $\epsilon_{ijl}q_lA_j=iB_i$, and so

$$\mathbf j=c_0\mathbf B,\qquad c_0=\frac i2T\sum_{\omega_s}\int_kW .$$

To show that $\int_kW=0$, put $g=G^{-1}$ and $L_i=(\partial_ig)g^{-1}=-v_iG$. Then $\epsilon_{ijl}\mathrm{tr}L_iL_jL_l=3\,\mathrm{tr}L_x[L_y,L_z]=-3W$. Change $g$ by $\delta g=\theta g$. Then

$$\delta L_i=\partial_i(\theta g)g^{-1}-L_i\theta=\partial_i\theta+[\theta,L_i].$$

The commutators cancel in the trace, leaving $-3\,\delta W=3\epsilon_{ijl}\mathrm{tr}[(\partial_i\theta)L_jL_l]$. Differentiating $L_j$ gives $\partial_iL_j=(\partial_i\partial_jg)g^{-1}-L_jL_i$, hence $\epsilon_{ijl}\partial_iL_j=\epsilon_{ijl}L_iL_j$. The two terms of $\epsilon_{ijl}\partial_i(L_jL_l)$ are then $+\epsilon_{ijl}L_iL_jL_l$ and $-\epsilon_{ijl}L_iL_jL_l$, and they cancel. Therefore

$$\delta W=-\partial_i\,\epsilon_{ijl}\mathrm{tr}(\theta L_jL_l),$$

whose integral over the closed zone is zero. Now take $g_s=i\omega_s+\lambda(\mu-H)$ with $\lambda$ running from 1 to 0. Its eigenvalues have imaginary part $\omega_s\neq0$, so $g_s$ stays invertible, even at band touchings. At $\lambda=0$ it is constant and $W=0$. Hence $c_0=0$, frequency by frequency.

### What changes when the field oscillates

Split (3) into interband terms, $n\neq m$, and intraband terms, $n=m$. In the dynamic limit the intraband weight is

$$\frac{f_{n-}-f_{n+}}{\varepsilon_{n-}-\varepsilon_{n+}+\omega}\to-\frac{\mathbf q\cdot\mathbf v^n f'}{\omega}.$$

It is already linear in $q$, so it multiplies $v_i^nv_j^n$, which is symmetric. That symmetric term can survive in magnetic crystals, but it does not enter the antisymmetric response.

The interband part has the same limit as in the static case. Exchanging the two state labels in (3) gives $\Pi_{ij}(\mathbf q,\omega)=\Pi_{ji}(-\mathbf q,-\omega)$, so the part antisymmetric in $ij$ and odd in $\mathbf q$ is even in $\omega$. Near a Weyl node, states with vertical gaps of order $\omega$ fill a radius $k\sim\omega/v$. The linear coefficient grows there no faster than $1/k$, so by power counting this region contributes at most of order $\omega^2$. Since the static total is zero,

$$\Pi^{\rm dyn}=\Pi^{\rm stat}-\Pi^{\rm stat}_{\rm intra}=-\Pi^{\rm stat}_{\rm intra}$$

for the antisymmetric linear part.

The static intraband weight is $f'+O(q^2)$. Expanding the states as $|n_\pm\rangle=|n\rangle\pm\frac{q_l}2|\partial_ln\rangle$ gives

$$\langle n_-|v_i|n_+\rangle=v_i^n+iq_l\,\mathrm{Im}\langle n|v_i|\partial_ln\rangle .$$

The companion factor $\langle n_+|v_j|n_-\rangle$ has the opposite sign in front of $i$. The component of $|\partial_ln\rangle$ along $|n\rangle$ adds opposite multiples of $v_i^nv_j^n$ and drops out of the product, so $|\partial_ln\rangle$ may be replaced by $|D_ln\rangle$. Differentiating $(H-\varepsilon_n)|n\rangle=0$ and projecting off $|n\rangle$ gives $(1-|n\rangle\langle n|)v_i|n\rangle=(\varepsilon_n-H)|D_in\rangle$. Together with (2),

$$\mathrm{Im}\langle n|v_i|D_ln\rangle=-\mathrm{Im}\langle D_in|(H-\varepsilon_n)|D_ln\rangle=-\epsilon_{ilp}m_p^n .$$

The symmetric part of the matrix element in $i,l$ is real, which is why the moment alone appears. The product of the two factors is $v_i^nv_j^n+iq_l(\epsilon_{jlp}v_i^nm_p^n-\epsilon_{ilp}v_j^nm_p^n)$. Equation (3) carries a minus sign and the dynamic response carries another, so

$$\Pi^{\rm dyn}_{ij}=iq_l\sum_n\int_kf'(\epsilon_{jlp}v_i^nm_p^n-\epsilon_{ilp}v_j^nm_p^n)=-iq_l(\epsilon_{jlp}\alpha_{ip}-\epsilon_{ilp}\alpha_{jp}).$$

Multiply by $A_j$. Since $i\epsilon_{jlp}q_lA_j=-B_p$, the first term is $\alpha_{ip}B_p$. The second is $i\epsilon_{ilp}q_l(\alpha_{jp}A_j)$, the curl of $M_p=\alpha_{jp}A_j$. With $\mathbf E=i\omega\mathbf A$ this is the magnetization stated above.

The response fixes all of $\alpha$. Write the linear part as $\Pi_{ijl}q_l$ and define $\Gamma_{rl}=\epsilon_{rij}\Pi_{ijl}/(2i)$. Contracting the symbols gives $\Gamma_{rl}=\alpha_{lr}-\delta_{rl}\mathrm{tr}\,\alpha$. Its trace is $-2\,\mathrm{tr}\,\alpha$, so $\alpha=\Gamma^T-\frac12(\mathrm{tr}\,\Gamma)\mathbb 1$.

## Second derivation: wave packets

A packet built from one band, narrow in $\mathbf k$ and centred at $\mathbf r$, is described by the Lagrangian

$$\mathcal L=\mathbf k\cdot\dot{\mathbf r}+\dot{\mathbf k}\cdot\mathcal A-\dot{\mathbf r}\cdot\mathbf A+\phi-\tilde\varepsilon,$$

where $\mathcal A=i\langle n|\nabla_kn\rangle$, $\boldsymbol\Omega=\nabla_k\times\mathcal A$, and $\phi$ is the scalar potential. This description is the input of the derivation.

The energy shift comes from the field seen about the centre. With $\mathbf A=\frac12\mathbf B\times\mathbf r$ measured from there, $\langle\mathbf v\cdot\mathbf A\rangle=\frac12\mathbf B\cdot\langle\mathbf r\times\mathbf v\rangle=-\mathbf m\cdot\mathbf B$ with $\mathbf m=-\frac12\langle\mathbf r\times\mathbf v\rangle$. Inserting $\mathbf r_{nm}=\mathbf v_{nm}/[i(\varepsilon_n-\varepsilon_m)]$ for $m\neq n$ gives

$$m_p^n=\frac12\epsilon_{pil}\sum_{m\neq n}\frac{\mathrm{Im}[(v_i)_{nm}(v_l)_{mn}]}{\varepsilon_m-\varepsilon_n}, \tag{4}$$

which is (2) with a complete set of states inserted. Thus $\tilde\varepsilon=\varepsilon-\mathbf m\cdot\mathbf B$.

Varying $\mathbf r$ and $\mathbf k$ yields

$$\dot{\mathbf k}=-\mathbf E-\dot{\mathbf r}\times\mathbf B,\qquad\dot{\mathbf r}=\tilde{\mathbf v}-\dot{\mathbf k}\times\boldsymbol\Omega,\qquad\tilde{\mathbf v}=\nabla_k\tilde\varepsilon .$$

Substitute the first equation into the second and use $(\dot{\mathbf r}\times\mathbf B)\times\boldsymbol\Omega=\mathbf B(\dot{\mathbf r}\cdot\boldsymbol\Omega)-\dot{\mathbf r}(\mathbf B\cdot\boldsymbol\Omega)$. The scalar product of the second equation with $\boldsymbol\Omega$ shows that $\dot{\mathbf r}\cdot\boldsymbol\Omega=\tilde{\mathbf v}\cdot\boldsymbol\Omega$. Hence

$$(1+\mathbf B\cdot\boldsymbol\Omega)\dot{\mathbf r}=\tilde{\mathbf v}+\mathbf E\times\boldsymbol\Omega+\mathbf B(\tilde{\mathbf v}\cdot\boldsymbol\Omega).$$

The bracket on the left is also the phase-space density belonging to $\mathcal L$. The current is therefore minus the integral of the right side times the occupation, plus $\nabla\times\sum_n\int_k\mathbf m f$ from the packets' own moments.

**Static field.** Equilibrium occupation is $f(\tilde\varepsilon)=f-f'\,\mathbf m\cdot\mathbf B$. To first order in $B$,

$$\mathbf j=\sum_n\int_k\nabla_k[(\mathbf m\cdot\mathbf B)f]-\mathbf B\sum_n\int_kf\,\mathbf v\cdot\boldsymbol\Omega .$$

The first integral is zero: the zone is closed, and on a small sphere around a node $m\sim1/k$ while the area is of order $k^2$. In the second, $f\mathbf v=\nabla_kF$, and $\nabla_k\cdot\boldsymbol\Omega=0$ away from the nodes. Integration by parts leaves $-F(\varepsilon_a)$ times the Berry flux out of each node, band by band. All bands meeting there share the same $F(\varepsilon_a)$ and their fluxes add to zero, so this term vanishes too, node by node.

**Oscillating field.** The magnetic force does not alter $f(\varepsilon)$ at first order, because $(\mathbf v\times\mathbf B)\cdot\nabla_kf=f'(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. Without scattering the occupation stays $f(\varepsilon)$ instead of following $\tilde\varepsilon$. The Berry term is zero as before, and what remains is

$$\mathbf j=\sum_n\int_kf\,\nabla_k(\mathbf m\cdot\mathbf B)=\sum_n\int_k(-f')\,\mathbf v\,(\mathbf m\cdot\mathbf B),$$

which is (1). The electric field changes the occupation by $-i\omega\,\delta f=f'\mathbf E\cdot\mathbf v$, so $M_p=\sum_n\int_km_p\delta f=(i/\omega)\sum_n\int_kf'm_pv_jE_j=-(i/\omega)\alpha_{jp}E_j$, as before. The first correction to $\delta f$ from motion along $\mathbf q$ gives the symmetric term already set aside. The term $\mathbf E\times\boldsymbol\Omega$ is the anomalous Hall current, of zeroth order in $q$.

**With scattering.** Let the occupation relax towards $f(\tilde\varepsilon)$ in a time $\tau$. Its deviation from $f(\varepsilon)$ obeys $(1-i\omega\tau)f_1=-f'\mathbf m\cdot\mathbf B$. The field-driven $\delta f$, and with it $\mathbf M$, is reduced by the same factor as the term found here. Leaving $\nabla\times\mathbf M$ aside, subtracting $\sum_n\int_k\mathbf vf_1$ from the current gives

$$\mathbf j=\frac{-i\omega\tau}{1-i\omega\tau}\,\alpha\mathbf B .$$

A shift of $\mu$ that conserves particle number adds no current, since $\int_k\mathbf vf'=0$. In this approximation the current fades for $\omega\tau\ll1$ and reaches (1) for $\omega\tau\gg1$, which joins the two results.

## The limit of isotropic cones

For $H=\varepsilon_a+\chi v\,\mathbf k\cdot\boldsymbol\sigma$, choose $\mathbf k$ along $z$. For $\chi=1$ the upper state is spin up, and (4) gives $m_z=v^2\,\mathrm{Im}(i)/(-2vk)=-v/(2k)$. In the lower band the numerator and the gap both change sign, so the moment is the same. Reversing $\chi$ reverses it. Thus $\mathbf m=-\chi v\hat{\mathbf k}/(2k)$ in both bands. For $\mu-\varepsilon_a=vk>0$ and $T\to0$,

$$\alpha_{ij}=\frac{4\pi k^2}{8\pi^3v}\,\frac{\delta_{ij}}3\,v\left(-\frac{\chi v}{2k}\right)=-\frac{\chi(\mu-\varepsilon_a)}{12\pi^2}\delta_{ij}.$$

Below the node the velocity reverses and the same formula holds. Being linear in energy, it is also unchanged by thermal averaging. Since $\sum_a\chi_a=0$ on a lattice,

$$\mathrm{tr}\,\alpha=\frac1{4\pi^2}\sum_a\chi_a\varepsilon_a . \tag{5}$$

In this limit neither $\mu$ nor $v$ matters. Nodes related by a mirror have equal energies and opposite chiralities, and cancel. These rules are for untilted cones. A tilt $\mathbf w\cdot\mathbf k$ with $w<v$ multiplies a node's trace by $(v/2w)\ln[(v+w)/(v-w)]$, which is 1.06 for $w=0.4v$, so unequal tilts bring back a dependence on $\mu$. A tilted mirror pair still cancels in the trace but can keep off-diagonal components of $\alpha$.

## A two-node lattice

The hopping $t$ and lattice constant $a$ serve as units, because Hartree units would add arbitrary scales. The model is

$$H=\sin k_x\sigma_x+\sin k_y\sigma_y+(2+\cos k_z-\cos k_x-\cos k_y)\sigma_z+0.2\sin k_z .$$

Its nodes lie at $k_z=\pm\pi/2$, with energies $\pm0.2\,t$ and chiralities $\mp1$.

**Finite field.** Take $B=2\pi/16=0.3927\,\hbar/(ea^2)$, $\mu=0.05\,t$ and $k_BT=0.05\,t$. Diagonalizing the Peierls Hamiltonian and summing velocities over occupied levels gives $-0.2484\,et/(\hbar a^2)$ from $k_z>0$. Most of this is not due to the field: at $B=0$ the same half zone carries $-0.2469$. The whole zone gives a current of order $10^{-14}$ in the same unit on 160 values of $k_z$. This is the error of the finite sum: it is $4\times10^{-10}$ on 100 values and reaches rounding level, about $10^{-16}$, on 200.

A current does appear if the halves $k_z>0$ and $k_z<0$ are filled to $\mu\pm0.05\,t$. Near a node $(\sigma_x\pi_x+\sigma_y\pi_y)^2=\pi_x^2+\pi_y^2+B\sigma_z$ with $\boldsymbol\pi=\mathbf k+\mathbf A$, so the zero mode has $\sigma_z=-1$ and energy $-\chi vk_z$ from the node. It holds $B/2\pi$ states per area, and a filling change $\delta\mu$ adds $\chi B\,\delta\mu/(4\pi^2)$ to the current. The other levels enter and leave the filled energy window equally often in each direction. The two nodes together give

$$\frac{0.3927}{4\pi^2}\,[(-1)(0.05)+(1)(-0.05)]=-0.000995,$$

and the lattice sum gives $-0.000995$ as well. This current needs unequal fillings, which is not equilibrium.

**Response.** Now take $k_BT=0.1\,t$ and evaluate (3) on a $48^3$ grid. The dynamic case uses $q=10^{-5}/a$ and imaginary frequency $\omega=0.002\,i\,t/\hbar$, which keeps the order of limits. The components of $\alpha$ extracted from the linear part, in units of $e^2t/\hbar^2$, are:

| | $xx$ | $zz$ |
|---|---|---|
| static, intraband | $0.003294$ | $0.003407$ |
| static, total | $-5\times10^{-10}$ | $-5\times10^{-10}$ |
| dynamic | $-0.003294$ | $-0.003407$ |
| integral (1) | $-0.003294$ | $-0.003407$ |

The integral (1) keeps these digits on $96^3$ and $160^3$ grids, which like $48^3$ surround the nodes symmetrically; a $50^3$ grid, which does not, shifts it by 1 to 2%. The static zero is a cancellation between intraband and interband parts. The oscillating field removes the intraband part and exposes the other.

**Cone limit.** Equation (5) predicts $\mathrm{tr}\,\alpha=[(-1)(0.2)+(1)(-0.2)]/(4\pi^2)=-0.01013$. Quadrature of (1) around the nodes at $\mu=0$, $k_BT=0.02\,t$ gives $-0.01006$, smaller in magnitude by 0.7% of the prediction. Halving node energies and temperature together reduces the difference to 0.2%, and halving again to 0.04%, as expected when band curvature becomes unimportant. For node energies $\pm0.1\,t$, moving $\mu$ from 0 to $0.05\,t$ changes the trace by 0.04%.

For $t=1$ eV the low-temperature $\alpha_{zz}=-0.00339\,e^2t/\hbar^2$ of the first case is $-1.25\times10^9$ A m$^{-2}$ T$^{-1}$. In an oscillating field of 1 mT the term $\alpha\mathbf B$ would be about $1.3\times10^6$ A m$^{-2}$ in magnitude, with the magnetization current $\nabla\times\mathbf M$ in addition, if $\omega$ exceeds the scattering rate, stays below the relevant gaps and satisfies $v|q|\ll\omega$ for the wavevector inside the material. Screening in a metal keeps $|q|$ from falling in proportion to $\omega$, so the last condition also sets a lower limit on the frequency. This is not the total current: the electric field that accompanies the oscillating magnetic field also drives the ordinary current of zeroth order in $q$. For $\mathbf q$ along $x$, $\mathbf E$ along $y$ and $\mathbf B$ along $z$, the term $\nabla\times\mathbf M$ adds $\alpha_{yy}B$ along the field and brings the current there to about $2.5\times10^6$ A m$^{-2}$. The free-carrier current along $\mathbf E$ is much larger. With $|q|\approx\omega_p/c$ below the plasma frequency $\omega_p$ it is about $\epsilon_0c\,\omega_pB$, of order $10^9$ A m$^{-2}$ at 1 mT for a lattice constant of 3 to 5 Å.

## What each derivation assumes

Both derivations treat independent electrons in a perfect periodic crystal and leave out spin moments. Both need closed bands: a cone with a cutoff has boundary terms in $\int_kW$ and in the Berry-flux integral alike.

The quantum derivation starts from the lattice Hamiltonian and its Peierls coupling. Its static part never separates the bands, so it holds at the nodes, and the $k_z$ argument holds beyond linear order in $B$. Isolated bands enter when the intraband term is split off, since (2) describes one nondegenerate band. Scattering is absent.

The wave-packet derivation takes the one-band equations of motion and their phase-space density as given. They require fields that vary slowly over a packet and a Landau-level spacing small against the gap to other bands. This fails within $k\sim\sqrt B$ of a node, so the derivation is limited to first order in a weak field and relies on that region contributing little. In return it shows the cause of the difference: in a static field the occupation adjusts to the moment's energy $-\mathbf m\cdot\mathbf B$, and in a fast enough field it does not. It also admits scattering through $\tau$, at the price of a relaxation model that the quantum derivation does not need.

Numerical values quoted here were computed with a short program.
